# Why wall-emitted electrons need flux-weighted, not half-Maxwellian, normal speeds

## Definitions and conventions

A plane wall at $x=0$ emits electrons into $x>0$ at a steady flux $\Gamma$, the number per unit area and time. The electrons do not collide, and any that reach a boundary are absorbed. The normal velocity just after emission is $v>0$. Two distributions of $v$ must be kept apart:

- $g(v)\,dv$ is the fraction of *emitted electrons* with normal speed in $dv$, so $\int_0^\infty g\,dv=1$. A simulation samples this function each time it injects a particle.
- $f(x,v)\,dv$ is the number *per unit volume* at $x$ with normal velocity in $dv$, so the density is $n=\int f\,dv$.

For electron mass $m$ and emission temperature $T$, let $s=\sqrt{kT/m}$. The normalized half-Maxwellian is

$$h(v)=\sqrt{\frac2\pi}\,\frac1s\,e^{-v^2/2s^2},\qquad v>0 .$$

## The belief and its appeal

The belief is this: if the emitted electrons are to be half-Maxwellian at the wall, draw each normal speed from $h$, that is, set $g=h$. In practice one draws a Gaussian number and takes its absolute value.

The idea is reasonable on its face. Filling a volume with thermal electrons at one instant does call for Gaussian velocity components, and the tangential components of emitted electrons are Gaussian too. Moreover, the resulting density is finite in every grid cell when a field pulls the electrons away, so nothing overflows. The fault lies in treating electrons that cross a plane during a time interval as if they were electrons present in a volume.

## From emission to density

During a short time $dt$, unit area of wall emits $\Gamma g(v)\,dv\,dt$ electrons in the range $dv$. They fill a layer of thickness $v\,dt$; acceleration changes this thickness at order $dt^2$, which drops out as $dt\to0$. Dividing number by volume gives

$$f(0,v)=\frac{\Gamma g(v)}{v}. \tag{1}$$

Slow electrons stay longer near the wall and weigh more in the density. With $g=h$, the wall density would be $\Gamma\int_0^\infty h\,dv/v$. Near $v=0$ the integrand is $h(0)/v$, and its integral from a cutoff $\varepsilon$ grows as $h(0)\ln(1/\varepsilon)$. There is no finite wall density.

To find the correct $g$, demand $f(0,v)=n_w h(v)$, where $n_w$ is the wall density. Equation (1) then gives $\Gamma g=n_w v h$. Integrating over $v$ and using $\int_0^\infty v e^{-v^2/2s^2}dv=s^2$,

$$\Gamma=n_w\sqrt{\frac2\pi}\,s,\qquad
n_w=\sqrt{\frac\pi2}\,\frac{\Gamma}{s},\qquad
g(v)=\frac{v}{s^2}e^{-v^2/2s^2}. \tag{2}$$

The factor $v$ in $g$ cancels the $1/v$ in (1). The fraction of emitted electrons faster than $v$ is $e^{-v^2/2s^2}$. Setting it equal to a random number $U$, uniform between 0 and 1, gives the sampler

$$v=s\sqrt{-2\ln U}.$$

The energy flux changes as well. With $w=v^2/2s^2$, the correct $g\,dv$ becomes $e^{-w}dw$, so $\langle v^2\rangle=2s^2$ and the mean normal energy is $kT$. The two tangential components add $kT/2$ each, for a total of $2kT$ per emitted electron. With $g=h$, $\langle v^2\rangle=s^2$ and the total is $3kT/2$.

## An accelerating field

Let a uniform field give the electrons an acceleration $a>0$ away from the wall, and let $\varphi=ax/s^2$ be the energy gained at $x$ divided by $kT$. An electron emitted with speed $v$ has speed $u=\sqrt{v^2+2\varphi s^2}$ at $x$. In the steady state each speed group carries the same flux $\Gamma g\,dv$ through every plane. Its density is that flux divided by $u$:

$$n(x)=\Gamma\int_0^\infty\frac{g(v)\,dv}{\sqrt{v^2+2\varphi s^2}}. \tag{3}$$

**Flux-weighted speeds.** Insert $g$ from (2) and change variable to $u$, with $u\,du=v\,dv$ and $v^2=u^2-2\varphi s^2$. Then put $u=\sqrt2\,s\,y$:

$$n=\frac{\Gamma}{s^2}e^{\varphi}\int_{s\sqrt{2\varphi}}^\infty e^{-u^2/2s^2}du
=\frac{\Gamma}{s}\sqrt2\,e^\varphi\int_{\sqrt\varphi}^\infty e^{-y^2}dy
=\frac{\Gamma}{s}\sqrt{\frac\pi2}\;e^\varphi\,\mathrm{erfc}\sqrt\varphi. \tag{4}$$

At the wall this equals $n_w$.

**Half-Maxwellian speeds.** Insert $g=h$ and put $v=s\sqrt{2\varphi}\,\sinh\theta$. Then $dv/\sqrt{v^2+2\varphi s^2}=d\theta$, and the exponent is $-\varphi\sinh^2\theta=\varphi/2-(\varphi/2)\cosh2\theta$. With $q=2\theta$,

$$n=\frac{\Gamma}{s}\sqrt{\frac2\pi}\,\frac{e^{\varphi/2}}2\int_0^\infty e^{-(\varphi/2)\cosh q}dq
=\frac{\Gamma}{s}\,\frac{e^{\varphi/2}K_0(\varphi/2)}{\sqrt{2\pi}}, \tag{5}$$

where the integral defines the modified Bessel function $K_0$.

For small $z=\varphi/2$, write $z\cosh q=\tfrac z2e^q+\tfrac z2e^{-q}$. The factor from the second term lies between $e^{-z/2}$ and 1, so it may be replaced by 1 as $z\to0$. With $r=\tfrac z2e^q$, the rest is $E_1(z/2)$, where $E_1(y)=\int_y^\infty e^{-r}dr/r$. Integration by parts gives

$$E_1(y)=-e^{-y}\ln y+\int_y^\infty e^{-r}\ln r\,dr\;\to\;-\ln y-\gamma ,$$

since $\int_0^\infty e^{-r}\ln r\,dr=-\gamma$, with $\gamma=0.577\ldots$ Euler's constant. Here $y=\varphi/4$, and therefore

$$n\simeq\frac{\Gamma}{s\sqrt{2\pi}}\left[\ln\frac4\varphi-\gamma\right],\qquad\varphi\ll1. \tag{6}$$

This is the logarithmic divergence at the wall. At a distance $x>0$ the field has raised every speed to at least $s\sqrt{2\varphi}$, which cuts off the integral; at the wall that floor vanishes. Far away, where $\varphi\gg1$, the initial speed hardly matters and both choices approach $n=\Gamma/(s\sqrt{2\varphi})$. The error is therefore concentrated near the wall.

## What a grid sees

A particle simulation reports cell averages. Let the first cell end where $\varphi=\Phi$, and average over $0<\varphi<\Phi$. For the correct density, integrate (4) by parts, using $d(\mathrm{erfc}\sqrt\varphi)/d\varphi=-e^{-\varphi}/\sqrt{\pi\varphi}$:

$$\bar n_{\rm right}=\frac{\Gamma}{s}\sqrt{\frac\pi2}\,\frac1\Phi
\left[e^\Phi\mathrm{erfc}\sqrt\Phi-1+2\sqrt{\frac\Phi\pi}\right].$$

For the wrong density, use $K_0'=-K_1$ and $K_1'=-K_0-K_1/z$. These give $\frac{d}{dz}\{ze^z[K_0(z)+K_1(z)]\}=e^zK_0(z)$. Since $zK_1\to1$ and $zK_0\to0$ as $z\to0$, integrating (5) with $z=\varphi/2$ yields

$$\bar n_{\rm wrong}=\frac{\Gamma}{s}\sqrt{\frac2\pi}\,\frac1\Phi
\left\{\frac\Phi2e^{\Phi/2}\left[K_0\!\left(\tfrac\Phi2\right)+K_1\!\left(\tfrac\Phi2\right)\right]-1\right\}.$$

For a small cell it is simpler to average (6). The mean of $-\ln\varphi$ over the cell is $1-\ln\Phi$, so

$$\bar n_{\rm wrong}\simeq\frac{\Gamma}{s\sqrt{2\pi}}\left[\ln\frac4\Phi-\gamma+1\right]. \tag{7}$$

Each halving of a small first cell raises its density by $\Gamma\ln2/(s\sqrt{2\pi})$, at fixed flux, temperature and field. Grid refinement does not converge. The charge in the cell, however, is proportional to $\Phi\bar n$ and tends to zero, so the divergence does not make the electric field infinite. A smooth computed potential is no evidence that the injection is right.

A time-stepped particle simulation with a first cell at $\Phi=0.01$ gave densities, in units of $\Gamma/s$, of 2.562 for half-Maxwellian injection and 1.163 for flux-weighted injection. The formulas give 2.565 and 1.165.

## No field, and a retarding field

Without a field, the divergence is no longer confined to the wall. If emission starts at $t=0$, the electrons present at $x$ are those with $v>x/t$, and their speeds have not changed. For $g=h$, put $r=v^2/2s^2$, so that $dv/v=dr/2r$:

$$n(x,t)=\Gamma\int_{x/t}^\infty\frac{h(v)}v\,dv
=\frac{\Gamma}{s\sqrt{2\pi}}\,E_1\!\left(\frac{x^2}{2s^2t^2}\right). \tag{8}$$

At late times this grows as $2\ln t$ times the prefactor, at every fixed $x$. No finite steady density exists anywhere. Flux-weighted injection gives instead $n_w\,\mathrm{erfc}[x/(\sqrt2\,st)]$, which settles to $n_w$.

This was tested with two million field-free particles, emitted over a time of 50 in units of the box length divided by $s$. With flux weighting, the cumulative speed distribution in the box differed from a half-Maxwellian by at most 0.009. With half-Maxwellian injection the largest difference was 0.508: drawing speeds from $h$ does not put $h$ into the volume. Both numbers depend on the run time. About 0.008 of the first arises because the slowest electrons have not yet filled the box, and it shrinks in longer runs; the second keeps growing, to about 0.61 for a run ten times longer.

In a retarding field that turns all electrons back, let $\varphi$ be the energy lost divided by $kT$. Electrons with $v>s\sqrt{2\varphi}$ pass $x$ twice, with speed $u=\sqrt{v^2-2\varphi s^2}$, so

$$n=2\Gamma\int_{s\sqrt{2\varphi}}^\infty\frac{g(v)}u\,dv
=2\Gamma\int_0^\infty\frac{g(v)}v\,du,$$

because $dv/u=du/v$. For flux-weighted speeds, $g/v=e^{-\varphi}e^{-u^2/2s^2}/s^2$, and the result is $n=2n_we^{-\varphi}$. This is the Boltzmann law, with outgoing and returning halves each supplying $n_w$ at the wall. For $g=h$, the integral is $e^{-\varphi}$ times the one leading to (5), and the factor 2 remains:

$$n=\frac{\Gamma}{s}\sqrt{\frac2\pi}\,e^{-\varphi/2}K_0(\varphi/2).$$

This again diverges logarithmically at the wall. The wrong sampler thus fails to reproduce thermal equilibrium even where equilibrium is the known answer.

## Numbers for an electrode in a nitrogen plasma

Consider secondary electrons released by ions from a negatively biased electrode in a low-pressure N$_2$ plasma. Take a steady sheath voltage $V_0=200$ V, an ion current density $J=0.10$ mA/cm$^2$, an electron yield of 0.10 per ion and $kT=2.0$ eV.

The wall field follows from the collisionless Child sheath. Ions of mass $M$ (here N$_2^+$, 28 atomic mass units) start at rest at the sheath edge and have speed $\sqrt{2eV/M}$ after a potential drop $V$, so $\varepsilon_0V''=J\sqrt{M/2eV}$. Multiplying by $V'$ and integrating, with $V=V'=0$ at the edge, gives $V'^2=(4J/\varepsilon_0)\sqrt{M/2e}\,V^{1/2}$. Taking the root and integrating again gives the width $d$:

$$d^2=\frac{4\varepsilon_0}{9J}\sqrt{\frac{2e}M}\,V_0^{3/2}.$$

Here $d=5.41$ mm. Since $V$ grows as the $4/3$ power of distance from the edge, the wall field is $4V_0/3d=800\ \mathrm V/(3\times0.541\ \mathrm{cm})=493$ V/cm.

The emitted flux is $0.10\,J/e=6.24\times10^{13}$ cm$^{-2}$s$^{-1}$, and $s=5.93\times10^7$ cm/s. Their quotient is $\Gamma/s=1.05\times10^6$ cm$^{-3}$, so

$$n_w=1.253\times1.052\times10^6=1.32\times10^6\ \mathrm{cm^{-3}}.$$

With the flux, temperature and field held fixed, the first-cell densities are as follows.

| Cell (µm) | $\Phi$ | Wrong (cm$^{-3}$) | Right (cm$^{-3}$) | Ratio |
|---:|---:|---:|---:|---:|
| 100 | 2.47 | $6.93\times10^5$ | $5.79\times10^5$ | 1.20 |
| 10 | 0.247 | $1.42\times10^6$ | $9.51\times10^5$ | 1.50 |
| 1 | 0.0247 | $2.33\times10^6$ | $1.18\times10^6$ | 1.98 |

The coarse cell hides most of the fault: its density is 20% above the correct value. At 1 µm the wrong density is nearly twice the right one. Equation (7) explains the size: $\ln(4/0.0247)-0.577+1=5.51$, and $5.51\times1.052\times10^6/2.507=2.31\times10^6$ cm$^{-3}$, within 1% of the table. Each further halving would add about $2.9\times10^5$ cm$^{-3}$, while the correct average approaches $n_w$.

With the field switched off and the same emission, the wrong density at 1 mm is $3.5\times10^6$, $5.4\times10^6$ and $7.3\times10^6$ cm$^{-3}$ after 0.1, 1 and 10 µs. The steady value for the correct sampler is $1.32\times10^6$ cm$^{-3}$. These numbers hold only for electrons that neither collide nor feel their own charge. The late growth comes from electrons so slow that any weak field removes it, and here such a field is unavoidable: the charge emitted in the first 0.1 µs would by itself produce $e\Gamma t/\varepsilon_0\approx11$ V/cm at the wall, which turns electrons back. With that charge included, the density at 1 mm levels off near $2\times10^6$ cm$^{-3}$ for either sampler. At the gas pressure used below, collisions also set in after roughly 0.1 µs. This case therefore exposes the sampler's fault; it does not predict a plasma density.

## The model beside a real electrode

The inputs are round values chosen for illustration. The yield depends strongly on the surface; at fixed field it scales both densities equally and leaves their ratio unchanged. The assumption most plainly broken is the Maxwellian spectrum, since ion-induced emission has its own energy distribution. As a measure, take one speed $v_0$ with cosine emission and the same mean energy $2kT$, so $v_0=2s$. If $\mu$ is the cosine of the angle to the normal, the emitted fraction in $d\mu$ is $2\mu\,d\mu$ and $v=v_0\mu$. The wall density is then $\Gamma\int_0^1 2\mu\,d\mu/(v_0\mu)=2\Gamma/v_0=\Gamma/s$, which is 20% below $n_w$. It is finite because cosine emission also contains the factor $v$. The 20% applies at the wall itself; the cell averages of the table fall by about 5%, 12% and 17% for 100, 10 and 1 µm.

The corrections for collisions, field variation and emitted charge, estimated next, are smaller in this example. At 1 mTorr and 300 K, with a rough upper cross section of $3\times10^{-15}$ cm$^2$, the mean free path is about 10 cm. Averaged over the emitted electrons, the chance of colliding within 100 µm of the wall is then at most about 0.15%; on a straight path across the sheath it is about 5%. The sheath field changes by 0.6% over 100 µm, and the field of the emitted charge within that distance is about $2\times10^{-5}$ of the wall field; the emitted charge across the whole sheath changes the wall field by about $2\times10^{-4}$. The attraction of an electron to its image in a metal creates a barrier whose top lies 85 nm from the wall, so the uniform-field formulas should not be pushed to that scale. The table leaves this attraction out, which matters most for its 1 µm row. Depending on whether the speed distribution is imposed at the vacuum level or at the barrier top, that row moves by $-5$% to $+10$% for the wrong sampler and by $-1$% to $+2$% for the right one; the wrong value at 10 µm moves by $-1$% to $+3$%. Radio-frequency bias, the speed with which ions enter the sheath, ion collisions in the sheath and electrons arriving from the plasma are left out. These omissions are not negligible for the field: ions entering at the Bohm speed together with Boltzmann plasma electrons of 2 to 5 eV lower the wall field by 7 to 12% at the same $J$ and $V_0$, which raises the 100 µm densities by 2 to 5%.

## A limit of the correct sampler

Flux weighting gives the right mean density, but it does not make every estimator well behaved. Estimating the wall density by summing $1/v$ over emitted electrons has a finite mean, while its variance contains

$$\int_\varepsilon^\infty\frac{g(v)}{v^2}\,dv=\frac1{s^2}\int_\varepsilon^\infty\frac{e^{-v^2/2s^2}}v\,dv,$$

which diverges logarithmically as $\varepsilon\to0$. Counting particles in a cell of width $\Delta$ avoids this. A count at one instant has finite variance with or without a field, and in an accelerating field the residence time per electron is bounded as well. The time spent in the cell is $(\sqrt{v^2+2a\Delta}-v)/a$, which is largest at $v=0$ and never exceeds $\sqrt{2\Delta/a}$, so its variance is finite. The values used in the nitrogen example appear in the numerical output below.

## Table of computed values

```
TESTS (density in units of flux/s)
first-cell edge, reduced length: 0.01
first cell, half-Maxwellian: PIC 2.562, theory 2.565
first cell, flux-weighted: PIC 1.163, theory 1.165
field-free box, half-Maxwellian: particles 3.963, theory 3.966
field-free box, flux-weighted: particles 1.246, steady 1.253
max CDF distance from half-Maxwellian: wrong 0.508, right 0.009
mean emitted energy / kT: wrong 1.500, right 2.000
EXAMPLE INPUTS
N2 pressure 1.0 mTorr, gas temperature 300 K
sheath voltage 200 V, ion current 0.10 mA/cm2
electron yield 0.10, emission temperature 2.0 eV
EXAMPLE RESULTS
Child sheath width: 5.41 mm
wall field: 493.3 V/cm
thermal speed s: 5.931e+07 cm/s
emitted electron flux: 6.242e+13 cm^-2 s^-1
flux/s: 1.052e+06 cm^-3
correct wall density: 1.319e+06 cm^-3
x or cell = 100 um: phi = 2.4666
  point density: wrong 4.387e+05, right 4.094e+05 cm^-3
  first-cell mean: wrong 6.929e+05, right 5.789e+05 cm^-3
  first-cell ratio wrong/right: 1.197
x or cell = 10 um: phi = 0.2467
  point density: wrong 1.055e+06, right 8.143e+05 cm^-3
  first-cell mean: wrong 1.422e+06, right 9.508e+05 cm^-3
  first-cell ratio wrong/right: 1.496
x or cell = 1 um: phi = 0.0247
  point density: wrong 1.918e+06, right 1.114e+06 cm^-3
  first-cell mean: wrong 2.327e+06, right 1.178e+06 cm^-3
  first-cell ratio wrong/right: 1.975
wrong-density rise per halving of small cell: 2.910e+05 cm^-3
field off, x = 1 mm, t = 0.1 us: wrong density 3.477e+06 cm^-3
field off, x = 1 mm, t = 1.0 us: wrong density 5.410e+06 cm^-3
field off, x = 1 mm, t = 10.0 us: wrong density 7.344e+06 cm^-3
NEGLECTED EFFECTS
assumed electron-N2 cross section: 3.0e-15 cm2
electron mean free path: 10.36 cm
collisions per electron in 100 um window, upper: 0.153 %
sheath width / mean free path: 5.22 %
sheath-field change over 100 um: 0.62 %
emitted-charge field / wall field, right: 2.12e-05
emitted-charge field / wall field, wrong: 2.54e-05
image-barrier distance: 85.4 nm
image-barrier lowering: 8.43 meV
wall density, monoenergetic cosine / Maxwellian: 0.798
```
